# Most unstable wavelength of a solid cylinder under isotropic surface diffusion

## What dimensions and symmetry fix

A long solid cylinder of radius $R$ changes shape because atoms move along its surface, driven by surface energy. With isotropic material properties, these enter the equation of motion through one constant $B$, of dimension length$^4$/time, as shown below. The only length in the unperturbed problem is $R$. Since $B$ contains a time and nothing else does, it cannot enter a selected length. A most unstable wavelength, if there is one, must therefore be
$$\lambda_m=cR,$$
with $c$ a pure number, and times must be multiples of $R^4/B$.

The cylinder is unchanged by shifts along its axis $z$, by rotations through the azimuth $\phi$, and by reversing either coordinate. Small ripples $\cos m\phi\,\cos kz$, with integer $m\ge0$, therefore evolve independently, each as $e^{\sigma t}$ with
$$\sigma=\frac{B}{R^4}\,f(kR,m).$$
What remains is to find $f$, and from it $c=2\pi\sqrt2$.

## The transport law

The cylinder is free-standing, its ends are far away, and matter moves only along the surface. The surface energy $\gamma$ and surface diffusivity $D_s$ are the same for all orientations and directions.

Let $K$ be the sum of the principal curvatures, positive for a sphere. Adding a volume $dV$ at a point of the surface changes the area by $K\,dV$. For a sphere this reads $dA/dV=8\pi R\,dR/(4\pi R^2dR)=2/R$, as it should. An atom of volume $\Omega$ added there thus has the excess chemical potential
$$\mu=\gamma\Omega K .$$

With $\nu$ surface sites per area, the surface flux, in atoms per length and time, is
$$\mathbf J=-\frac{D_s\nu}{k_BT}\nabla_s\mu .$$
Here $D_s$ is averaged over all surface atoms, so it includes the fraction that is mobile. Where the flux converges, the surface moves outward with normal velocity
$$v_n=-\Omega\,\nabla_s\!\cdot\mathbf J=B\,\nabla_s^2K,\qquad B=\frac{D_s\gamma\Omega^2\nu}{k_BT}.$$

## Curvature of a rippled cylinder

Write the surface as $r(\phi,z,t)=R+u$, with $|u|\ll R$ and small slopes. Its area is
$$A=\int r\sqrt{1+r_z^2+r_\phi^2/r^2}\;d\phi\,dz ,$$
where subscripts denote derivatives. To second order in $u$ the integrand is
$$R+u+\frac R2u_z^2+\frac1{2R}u_\phi^2 .$$
Change $u$ by $\delta u$ and integrate the derivative terms by parts:
$$\delta A=\int\left(1-Ru_{zz}-\frac{u_{\phi\phi}}R\right)\delta u\,d\phi\,dz .$$
The added volume is $\int r\,\delta u\,d\phi\,dz$. Since $\delta A=\int K\,r\,\delta u\,d\phi\,dz$, the bracket equals $rK$. Dividing by $r=R+u$ and keeping first order,
$$K=\frac1R+K_1,\qquad K_1=-\frac{u+u_{\phi\phi}}{R^2}-u_{zz}.$$

For an axisymmetric ripple the two terms compete. At a neck $u<0$, so $-u/R^2>0$: the tighter hoop raises the chemical potential and drives atoms away. But $u_{zz}>0$ there, so the axial curvature lowers the potential and draws atoms back.

## Growth rate

The constant $1/R$ has zero surface Laplacian on any surface. Hence $\nabla_s^2K=\nabla_s^2K_1$, and since $K_1$ is already first order, the Laplacian of the unperturbed cylinder suffices. The difference between $v_n$ and $u_t$ is of higher order too. Therefore
$$u_t=B\left(\partial_z^2+\frac1{R^2}\partial_\phi^2\right)K_1 .$$
For $u=\delta(t)\cos m\phi\cos kz$ the curvature is
$$K_1=\left(k^2+\frac{m^2}{R^2}-\frac1{R^2}\right)u,$$
and the Laplacian multiplies this by $-(k^2+m^2/R^2)$. The result is
$$\sigma=B\left(k^2+\frac{m^2}{R^2}\right)\left(\frac1{R^2}-k^2-\frac{m^2}{R^2}\right).$$

For $m\ge1$ the last factor is $-k^2-(m^2-1)/R^2$, which is never positive. It vanishes only for $m=1$, $k=0$, a sideways shift of the whole cylinder. All other non-axisymmetric ripples decay. For $m=0$,
$$\sigma=Bk^2\left(\frac1{R^2}-k^2\right),$$
which is positive for $0<kR<1$, that is, for $\lambda>2\pi R$.

The formula was tested against the full curvature and surface Laplacian of a slightly rippled surface, computed on a grid. For $m=1$, $kR=0.7$, the grid gives $-0.7301\,B/R^4$; the formula gives $1.49\times(-0.49)=-0.7301$ in the same unit.

## The maximum

Completing the square in $k^2$ gives
$$\sigma=\frac{B}{4R^4}-B\left(k^2-\frac1{2R^2}\right)^2 .$$
The square is smallest, namely zero, at $k^2=1/(2R^2)$. Hence
$$\boxed{\lambda_m=\frac{2\pi}{k_m}=2\pi\sqrt2\,R\approx8.89R,\qquad \sigma_m=\frac{B}{4R^4}.}$$
Numerical maximization of the grid growth rate also gives $8.8858R$.

## Why energy alone does not select it

Take $r=\bar R+\delta\cos kz$ and hold the volume fixed. Over one wavelength,
$$\pi\lambda\left(\bar R^2+\frac{\delta^2}2\right)=\pi\lambda R^2
\quad\Rightarrow\quad \bar R\approx R-\frac{\delta^2}{4R}.$$
The area to second order is
$$2\pi\int_0^\lambda r\left(1+\frac{r_z^2}2\right)dz
=2\pi\lambda\left(\bar R+\frac{R\delta^2k^2}4\right),$$
because $r_z^2=\delta^2k^2\sin^2kz$ has mean $\delta^2k^2/2$. Subtracting $2\pi R\lambda$,
$$\Delta A=\frac{\pi\lambda\delta^2}{2R}\,(k^2R^2-1).$$

The area falls for $\lambda>2\pi R$, the same threshold as before. Per unit length and for a given amplitude, however, the gain is largest as $k\to0$, so energy alone favours ever longer waves. Transport opposes this: a long wave must carry atoms far under a weak gradient, which supplies the factor $k^2$ in $\sigma$. The selected wavelength is a compromise between driving force and distance.

## How sharp the selection is

Dividing the completed square by $\sigma_m$,
$$\frac{\sigma}{\sigma_m}=1-(2k^2R^2-1)^2 .$$
Growth at 90 % of the maximum or faster requires $|2k^2R^2-1|\le\sqrt{0.1}$, or
$$\frac{1-\sqrt{0.1}}2\le k^2R^2\le\frac{1+\sqrt{0.1}}2 .$$
This is the band from $7.75R$ to $10.75R$. In the linear stage, the amplitude of a ripple relative to that of the fastest one changes by the factor $\exp[-\sigma_mt(2k^2R^2-1)^2]$. The spectrum thus narrows slowly, and weak broadband roughness should give scattered spacings around $\lambda_m$. A strong ripple imposed at another unstable wavelength can win instead.

Eight wires of length $10\lambda_m$, with random axisymmetric roughness of 0.005$R$ rms, were followed with the nonlinear equation below until the first neck reached $0.6R$. The 69 crest spacings have mean $8.68R$ and standard deviation $1.87R$. The standard error of this mean is about $1.87R/\sqrt{69}\approx0.2R$, so the mean agrees with $\lambda_m$ within the sampling noise. Both numbers change with the random draw: other sets of eight wires give means from $8.5R$ to $9.1R$ and standard deviations from $1.2R$ to $1.7R$. Single spacings thus scatter by roughly 15 to 20 %.

## From ripple to particles

For axisymmetric shapes of any amplitude, let $w=\sqrt{1+r_z^2}$, so that arc length is $ds=w\,dz$. Conservation of volume in a slice reads
$$\partial_t(\pi r^2)=-\partial_z(2\pi r\,\Omega J),\qquad
\Omega J=-\frac Bw\,\partial_zK .$$
Dividing by $2\pi r$,
$$r_t=\frac Br\,\partial_z\!\left(\frac rw\,\partial_zK\right),\qquad
K=\frac1{rw}-\frac{r_{zz}}{w^3}.$$
The two terms of $K$ are the hoop and axial curvatures without the small-slope approximation.

Extending linear growth until $\delta=R$ gives the estimate
$$t_{\rm lin}=\frac1{\sigma_m}\ln\frac R{\delta_0}=\frac{4R^4}{B}\ln\frac R{\delta_0}.$$
For $\delta_0=0.02R$ this is $4\ln50=15.65$ in units of $R^4/B$. The nonlinear equation, started with wavelength $\lambda_m$, reaches a neck of $0.1R$ already at $10.84$. The linear estimate is thus too long by $4.80$, or 44 % of the computed time.

The last part is fast: the neck shrinks from $0.5R$ to $0.1R$ in about $0.29\,R^4/B$. A speed-up is expected on dimensional grounds: once the radius $a$ of a thin neck is the only length that matters locally, the time scale is $a^4/B$. This scaling itself was not tested here.

For weak starting ripples the early stage remains exponential, so
$$t_b\approx\frac{R^4}{B}\left(4\ln\frac R{\delta_0}-4.8\right),$$
with break-up counted at a neck of $0.1R$. The constant is 4.80 for $\delta_0=0.02R$, approaches 4.81 for weaker ripples, and drops to about 4.7 at $\delta_0=0.1R$. Halving $\delta_0$ should delay it by $4\ln2=2.773$; the computed delay is $2.767$, in the same unit.

At the end of the run with $\delta_0=0.02R$ the thinnest point is at the trough, to within the grid spacing, and the largest radius is $1.279R$. The body between two necks is then still far from a sphere. If each wavelength finally becomes one sphere of radius $a$, volume conservation gives
$$\frac{4\pi}3a^3=\pi R^2\lambda_m
\ \Rightarrow\ a=\left(\frac{3\pi\sqrt2}{2}\right)^{1/3}R\approx1.88R .$$
The sphere has 0.797 of the area of the cylinder piece it came from. The volume balance assumes one particle per wavelength; pinch-off and later rounding were not computed.

## Example: a gold nanowire at 700 K

Take $R=20$ nm, with rough values for gold: $\gamma=1.4$ J/m$^2$, $\Omega=0.017$ nm$^3$, and $\nu=\Omega^{-2/3}=15.13$ nm$^{-2}$. Surface diffusion is given a prefactor of $10^{-2}$ cm$^2$/s and an activation energy of 1.0 eV, so that
$$D_s=10^{-2}\,e^{-1.0\,{\rm eV}/k_BT}\ {\rm cm^2/s}=6.31\times10^{-10}\ {\rm cm^2/s}.$$
With $10^{14}$ nm$^2$ in 1 cm$^2$ and $\gamma/k_BT\approx145$ nm$^{-2}$,
$$B\approx(6.31\times10^{-10}\times10^{14})(145)(0.017^2\times15.13)
\approx4.0\times10^4\ {\rm nm^4/s}.$$
The time unit is $R^4/B=1.6\times10^5/(4.0\times10^4)=4.0$ s. It follows that:

- the most unstable wavelength is $8.886\times20=178$ nm, above the threshold $2\pi R=126$ nm;
- the particle radius is $1.882\times20=38$ nm;
- the fastest ripple grows by a factor $e$ in $4\times4.0=16$ s;
- a starting ripple of 0.4 nm leads to break-up in $10.84\times4.0\approx43$ s.

## What the model leaves out

**Anisotropic surface energy.** Let $\gamma$ depend on the axial tilt $\theta=\arctan r_z$, with $\gamma'(0)=0$, but not on azimuth. The energy per projected length is $2\pi r\,g(r_z)$, with
$$g(p)=\gamma(\arctan p)\sqrt{1+p^2}\approx\gamma+\tfrac12\tilde\gamma p^2,\qquad
\tilde\gamma=\gamma+\gamma'' ,$$
all evaluated at $\theta=0$. Varying the energy as before gives, to first order,
$$\mu=\frac\Omega r\left[g-\partial_z(rg')\right]\approx\Omega\left(\frac\gamma r-\tilde\gamma r_{zz}\right).$$
The growth rate is now proportional to $k^2(\gamma/R^2-\tilde\gamma k^2)$. For $\tilde\gamma>0$ its maximum is at $k^2=\gamma/(2\tilde\gamma R^2)$, so
$$\lambda_m=2\pi\sqrt2\,R\,\sqrt{\tilde\gamma/\gamma}.$$
For $\gamma=\gamma_0(1+a\cos4\theta)$ one has $\gamma''(0)=-16a\gamma_0$ and $\tilde\gamma/\gamma=(1-15a)/(1+a)$. A variation of only $a=+0.03$ multiplies the wavelength by 0.731, giving 130 nm; $a=-0.03$ multiplies it by 1.223, giving 217 nm. The second derivative makes a weak anisotropy matter.

**Bulk diffusion.** Inside the solid, quasi-steady diffusion obeys $\nabla^2\mu=0$. The solution that is regular on the axis and matches the surface value is, for its varying part, $\gamma\Omega K_1I_0(kr)/I_0(kR)$, with $I_n$ modified Bessel functions. The outward flux $-(D_v/\Omega k_BT)\,\partial_r\mu$, times $\Omega$, adds the growth rate
$$\sigma_v=\frac{D_v\gamma\Omega}{k_BT}\left(\frac1{R^2}-k^2\right)\frac{kI_1(kR)}{I_0(kR)},\qquad
\frac{\sigma_v}{\sigma}=\frac{D_v}{D_s}\,\frac{I_1(kR)}{\Omega\nu k\,I_0(kR)} .$$
With a rough $D_v=1.1\times10^{-14}$ cm$^2$/s, the ratio at $k_m$ is $6\times10^{-4}$.

**Evaporation.** With atomic mass $M$ and a vapour pressure $p=10^{-17}$ Torr, a few times higher than expected for gold at 700 K, the Hertz–Knudsen flux $p/\sqrt{2\pi Mk_BT}$ times $\Omega$ gives a recession speed of $1.6\times10^{-13}$ nm/s, which is negligible here.

**Finite capillary potential.** If the density of mobile atoms grows as $e^{\mu/k_BT}$, the flux at first order gains the constant factor $e^{\gamma\Omega/(Rk_BT)}$. The exponent is 0.123, so linear growth rates rise by about 13 %, while $\lambda_m$ is unchanged. In a thin neck the curvature, and with it the exponent, is larger, so the last stage speeds up more.

**The real wire.** Metal nanowires with radii of tens of nanometres do break into rows of particles when annealed well below their melting point, so the radius and temperature chosen here are in a realistic range. The least certain input is $D_s$, which depends strongly on facet orientation and surface cleanliness; the break-up time varies as $1/D_s$, but $\lambda_m$ does not contain it. A change of 0.1 eV in the assumed activation energy changes the time by a factor of about 5 at 700 K and about 50 at 300 K, so the 43 s is at best an order of magnitude. Real crystals mainly break the assumption of isotropy, and the estimate above shows shifts of 20 to 30 % in spacing for the assumed $a=\pm0.03$. Facets, on which motion may require nucleation of new layers, can slow or stop the process. Grain boundaries, wire ends and a substrate are also left out. Extrapolating the same Arrhenius law to 300 K gives a break-up time of about $2\times10^3$ years, but this lies far from the annealing range and is no lifetime prediction.

The values used here are collected in the numerical output below.

## Table of computed values

```
TESTS IN UNITS OF R AND R^4/B
most unstable wavelength, numerical: 8.8858 R
most unstable wavelength, formula: 8.8858 R
maximum growth rate, numerical: 0.25000 B/R^4
growth rate m=1, kR=0.7: -0.7301 B/R^4
growth rate m=2, kR=0.5: -13.8125 B/R^4
90% band, shortest wavelength: 7.75 R
90% band, longest wavelength: 10.75 R
early growth rate in nonlinear run: 0.2506 B/R^4
decay rate for wavelength 5 R, run: -0.914 B/R^4
decay rate, formula: -0.915 B/R^4
starting ripple amplitude: 0.02 R
time to neck of 0.1 R, nonlinear: 10.84 R^4/B
linear estimate of that time: 15.65 R^4/B
nonlinear shortening C: 4.80 R^4/B
time for neck to go from 0.5 R to 0.1 R: 0.291 R^4/B
delay when starting ripple is halved: 2.767 R^4/B
predicted delay 4 ln 2: 2.773 R^4/B
thinnest point, fraction of crest-to-trough: 0.996
largest radius at neck of 0.1 R: 1.279 R
random wires, rms starting roughness: 0.005 R
random wires, number of crest spacings: 69
random wires, mean crest spacing: 8.68 R
random wires, standard deviation: 1.87 R
sphere radius from one wavelength: 1.8819 R
sphere area / cylinder area: 0.797
GOLD NANOWIRE, ROUGH INPUTS
radius: 20 nm; temperature: 700 K
surface energy: 1.4 J/m^2
atomic volume: 0.017 nm^3
surface site density: 15.13 nm^-2
surface diffusion: prefactor 1e-02 cm^2/s, energy 1.0 eV
bulk diffusion: prefactor 0.1 cm^2/s, energy 1.8 eV
vapour pressure: 1e-17 Torr
GOLD NANOWIRE, RESULTS
surface diffusivity: 6.31e-10 cm^2/s
B: 3.998e+04 nm^4/s
R^4/B: 4.00 s
most unstable wavelength: 177.7 nm
stability threshold 2 pi R: 125.7 nm
particle radius: 37.6 nm
e-folding time of fastest ripple: 16.0 s
starting ripple amplitude: 0.40 nm
break-up time, nonlinear: 43 s
NEGLECTED EFFECTS
wavelength factor, anisotropy a=+0.03: 0.731
wavelength factor, anisotropy a=-0.03: 1.223
wavelength, a=+0.03: 130 nm
wavelength, a=-0.03: 217 nm
bulk diffusivity: 1.10e-14 cm^2/s
bulk / surface diffusion growth rate: 6.37e-04
evaporation / surface diffusion growth rate: 7.9e-15
evaporative recession speed: 1.6e-13 nm/s
Gibbs-Thomson exponent gamma Omega/(R kT): 0.123
rate factor exp(exponent): 1.131
break-up time extrapolated to 300 K: 2.3e+03 years
```
